# Electronic friction of an atom in jellium from self-consistent phase shifts

An atom moving slowly through a metal leaves a trail of electron-hole pairs and loses energy even when it hits no other nucleus. At low speed the drag is proportional to velocity. Its coefficient \(Q\) depends on how strongly electrons at the Fermi surface scatter from the screened atom, so the screening must be found first. This note gives a scheme for both steps.

## Model and result

A nucleus of charge \(Z\) sits in a uniform electron gas of density \(n_0=3/(4\pi r_s^3)\) with a rigid neutralizing background. Hartree atomic units are used, and energies start at the band bottom of the undisturbed gas. The Fermi momentum is \(k_F=(3\pi^2n_0)^{1/3}\). Electrons are spin-unpolarized and move in the Kohn-Sham potential

\[
v(r)=-\frac Zr+\int\frac{\delta n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'+v_{xc}(n_0+\delta n)-v_{xc}(n_0).
\]

In the local density approximation, \(v_{xc}=-(3n/\pi)^{1/3}+e_c-\tfrac s3\,de_c/ds\), where \(s=(3/4\pi n)^{1/3}\). The last two terms are \(d(ne_c)/dn\), because \(n\,d/dn=-(s/3)\,d/ds\). The Perdew-Wang form is

\[
e_c=-2A(1+\alpha s)\ln\!\Big[1+\frac1{2A(\beta_1s^{1/2}+\beta_2s+\beta_3s^{3/2}+\beta_4s^2)}\Big],
\]

with \(A=0.031091\), \(\alpha=0.2137\) and \(\beta_i=7.5957,\,3.5876,\,1.6382,\,0.49294\).

With \(\delta_l\) the phase shifts at \(k_F\), the Echenique-Nieminen-Ritchie coefficient is

\[
Q=n_0k_F\sigma_{tr}(k_F)=\frac{4\pi n_0}{k_F}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\]

It holds to first order in the atom's velocity \(\mathbf V\), for Kohn-Sham electrons scattering from a static potential. Dynamical exchange-correlation forces are omitted.

## Drag from scattering

In the atom's frame the potential is static, scattering is elastic, and the Fermi sphere is displaced by \(-\mathbf V\). An electron of momentum \(\mathbf k\) transfers on average \(\mathbf k(1-\cos\theta)\) per collision, so unit density transfers momentum at the rate \(k\sigma_{tr}\mathbf k\). Pauli blocking does not change this. The rate contains \(f(\mathbf k)[1-f(\mathbf k')](\mathbf k-\mathbf k')\) times a probability symmetric in \(\mathbf k,\mathbf k'\), and the \(ff'\) part cancels on exchanging the two.

To first order, the displaced occupation is \(\Theta(k_F-k)-\delta(k-k_F)\,\hat{\mathbf k}\cdot\mathbf V\). The isotropic part gives no force. With spin factor 2,

\[
\mathbf F=-\frac{2}{8\pi^3}k_F^4\sigma_{tr}\int d\Omega\,\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf V)
=-\frac{k_F^4\sigma_{tr}}{3\pi^2}\mathbf V=-n_0k_F\sigma_{tr}\mathbf V .
\]

For the cross section, insert \(f(\theta)=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\mu)\) into \(\sigma_{tr}=2\pi\int(1-\mu)|f|^2d\mu\), with \(\mu=\cos\theta\). The needed integrals are \(\int P_l^2d\mu=2/(2l+1)\) and, from the Legendre recurrence, \(\int\mu P_lP_{l+1}d\mu=2(l+1)/[(2l+1)(2l+3)]\). Writing \(s_l=\sin\delta_l\),

\[
\sigma_{tr}=\frac{4\pi}{k^2}\Big[\sum_l(2l+1)s_l^2-2\sum_l(l+1)s_ls_{l+1}\cos(\delta_l-\delta_{l+1})\Big].
\]

Relabelling gives \(\sum(2l+1)s_l^2=\sum(l+1)(s_l^2+s_{l+1}^2)\). Squaring \(\sin(a-b)=\sin a\cos b-\cos a\sin b\) and replacing each \(\cos^2\) by \(1-\sin^2\) gives

\[
\sin^2(a-b)=\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b),
\]

which turns the bracket into \(\sum(l+1)\sin^2(\delta_l-\delta_{l+1})\).

## Displaced density and the Friedel sum

Let \(J_l=kr\,j_l(kr)\) and \(Y_l=kr\,y_l(kr)\), where \(y_l(x)\to-\cos(x-l\pi/2)/x\). Outside a radius \(R\) the potential is set to zero, and the radial function is

\[
u_{kl}=\cos\delta_l\,J_l-\sin\delta_l\,Y_l\to\sin(kr-l\pi/2+\delta_l).
\]

Averaging a scattering state over the direction of \(\mathbf k\) gives the density \(\sum_l(2l+1)u_{kl}^2/(kr)^2\). Multiplying by \(2\cdot4\pi k^2dk/(2\pi)^3\) and by \(4\pi r^2\), subtracting the free gas, and adding normalized bound orbitals \(u_b\) of angular momentum \(l_b\), we get

\[
4\pi r^2\delta n=\sum_b2(2l_b+1)u_b^2+\frac4\pi\int_0^{k_F}\!dk\sum_l(2l+1)(u_{kl}^2-J_l^2).
\]

To count this charge, differentiate \(u''=[l(l+1)/r^2+2v-k^2]u\) with respect to \(k\). Combining the two equations gives \((u'\partial_ku-u\,\partial_ku')'=2ku^2\). With \(\varphi=kr-l\pi/2+\delta_l\), the large-\(r\) form of \(u\) yields

\[
\int_0^ru^2dr'=\frac12\Big(r+\frac{d\delta_l}{dk}\Big)-\frac{\sin2\varphi}{4k}.
\]

Subtract the free result. The sine terms, integrated over \(k\), die out as \(r\to\infty\), leaving \((2/\pi)\sum(2l+1)[\delta_l(k_F)-\delta_l(0)]\) continuum electrons. If there are \(n_l\) bound levels and \(\delta_l(0)=n_l\pi\) (Levinson's theorem, shown below), the bound electrons cancel the lower limit. Neutrality then requires

\[
\frac2\pi\sum_l(2l+1)\delta_l(k_F)=Z .
\]

## One diagonalization for all energies

Multiply the radial equation by a trial function \(\phi\), integrate by parts, and add \(\tfrac12b_lu(R)\phi(R)\) to both sides, with \(b_l=l/R\):

\[
\tfrac12\!\int_0^R\!u'\phi'dr+\tfrac{b_l}2u(R)\phi(R)+\int_0^R\!\Big[\tfrac{l(l+1)}{2r^2}+v-E\Big]u\phi\,dr=\tfrac12(u'+b_lu)_R\,\phi(R).
\]

The symmetric form on the left has levels \(\varepsilon_i\) and orthonormal orbitals \(\chi_i\), with \(\chi_i'+b_l\chi_i=0\) at \(R\). Expanding \(u=\sum c_i\chi_i\) gives \(c_i=\tfrac12\chi_i(R)(u'+b_lu)_R/(\varepsilon_i-E)\), hence

\[
\rho(E)\equiv\frac{u}{u'+b_lu}\Big|_R=\frac12\sum_i\frac{\chi_i(R)^2}{\varepsilon_i-E},\qquad
\tan\delta_l=\frac{J-\rho\bar J}{Y-\rho\bar Y}.
\]

Here \(\bar J=J'+b_lJ\), likewise \(\bar Y\), all at \(R\). The second formula is \(u=\rho(u'+b_lu)\) solved for \(\tan\delta_l\). One diagonalization per \(l\) therefore serves every momentum.

**Multiple of π.** Let \(N(E)\) count levels below \(E\), and let the subscript 0 mark the free sphere, where \(\rho_0=J/\bar J\). At a level \(\rho\) jumps from \(+\infty\) to \(-\infty\) while \(N\) rises by one, so \(\pi N+\arctan\rho\) is continuous. Define

\[
D=\pi(N-N_0)+\arctan\rho-\arctan\rho_0 .
\]

Switch the potential on gradually at fixed \(k\). Both \(D\) and \(\delta_l\) start at zero, and both pass multiples of \(\pi\) together, where \(u\propto J\). They cross in the same sense: at \(\delta_l=0\), \(d\rho/d\delta_l=(J\bar Y-Y\bar J)/\bar J^2=k/\bar J^2>0\). So \(\delta_l\) lies in the same interval between multiples of \(\pi\) as \(D\), and \(\tan\delta_l\) fixes the rest.

**Levinson's theorem.** As \(k\to0\), \(Y\propto-r^{-l}\), so \(\bar Y\) vanishes to leading order. This is why \(b_l=l/R\) was chosen. Then \(\tan\delta_l\approx\bar J(\rho-\rho_0)/|Y|\to0\), with the sign of \(D-\pi N(0)\), since \(N_0=0\). Hence \(\delta_l(0)=\pi N(0)\).

It remains to show that \(N(0)\) counts bound states. For \(E<0\) the decaying exterior solution has \(u'/u+b_l<0\), rising to zero as \(E\to0\). Inside, \(1/\rho\) starts at zero just above each \(\varepsilon_i\) and falls to \(-\infty\) before the next level. The curves cross once for each negative \(\varepsilon_i\). They do not cross below the lowest level, where \(\rho>0\). A level at threshold is excluded.

## Poisson equation and enforcement

For \(r>0\) the electrostatic part \(v_{es}\) obeys \(\nabla^2v_{es}=-4\pi\delta n\), so \(w_{es}=rv_{es}\) obeys

\[
w_{es}''=-4\pi r\,\delta n,\qquad w_{es}(0)=-Z,\qquad w_{es}(R)=0 .
\]

The condition at \(R\) fixes the additive constant but leaves the field there free, and a finite sphere cuts the oscillating density tail. The Friedel sum is therefore not guaranteed. Add a constant \(c\) to \(v\) inside the sphere. Its effect is \(\varepsilon_i\to\varepsilon_i+c\), with unchanged \(\chi_i\), so \(c\) follows from a scalar root search at \(k_F\).

The root is unique. Differentiating the radial equation with respect to \(c\) gives \((u\,\partial_cu'-u'\partial_cu)'=2u^2\). At \(R\) the bracket equals \(-k\,\partial_c\delta_l\), because \(JY'-J'Y=k\). Thus \(\partial_c\delta_l=-(2/k)\int_0^Ru^2dr<0\), and the sum decreases steadily with \(c\).

## Stable iteration

Let \(w=rv\), without \(c\), and let \(\eta=w_{out}-w\) be the residual. A long-wave error in \(w\) moves much charge and returns amplified. In the Thomas-Fermi model \(\delta n=-(k_F/\pi^2)(v+c)\), since \(dn/d\mu_F=k_F/\pi^2\) for \(\mu_F=k_F^2/2\). Fixed total charge then requires \(\delta c=-\int r\,\delta w\,dr/\int r^2dr\). Writing \(\Pi\delta w=\delta w+r\,\delta c\), the Poisson equation gives

\[
\delta w_{out}=-\kappa^2G\,\Pi\,\delta w,\qquad \kappa^2=4k_F/\pi,
\]

where \(G\) inverts \(-d^2/dr^2\) with zero values at both ends. Requiring \(w+\Delta\) to reproduce itself gives \((1+\kappa^2G\Pi)\Delta=\eta\). This matrix is inverted once, and the solution \(\Delta\) is called `g` in the pseudocode. Anderson mixing handles what the model leaves out, including the response of the atomic core and of exchange and correlation.

If \(c\) were held fixed, the mode \(\sin(\pi r/R)\) would be amplified by \((\kappa R/\pi)^2\approx24\) for \(k_F=0.96\) and \(R=14\). Plain mixing would then need a fraction below \(2/(1+24)=0.08\) in this local model.

## Pseudocode

```
build radial elements, masses m, free levels, Bessel tables
P = inverse(1 + kappa^2 G Pi);  w = -Z exp(-1.3 r)
repeat
    for each l: levels, orbitals = diagonalize(w/r, b = l/R)
    c = root of [Friedel sum(levels + c) - Z]
    levels += c
    for each k: rho, tan(delta), u inside R
        scale u to cos(delta) J - sin(delta) Y at R
    dn = continuum minus free gas + negative levels
    w_out = Poisson(dn) + r [vxc(n0+dn) - vxc(n0)]
    g = P (w_out - w)
    stop if max|g| < 1e-8
    a = least-squares minimizer of |g - dG a|
    w = w + g/2 - (dW + dG/2) a
delta_l(kF) -> Q
```

The columns of `dG` and `dW` are differences between the current and earlier values of `g` and `w`; eight iterations are kept. The radial functions are tenth-order polynomials on elements that are short near the nucleus and 2 bohr long outside. Gauss-Lobatto nodes make the mass matrix diagonal. Momenta are Gauss nodes on \((0,k_F)\).

With \(L\) angular momenta, \(M\) radial nodes and \(K\) momenta, an iteration costs order \(LM^3\) for diagonalization and \(LM^2K\) for the waves. Here \(L\) is chosen slightly above \(k_FR\) and \(M\) grows with \(R\), so the first cost grows as \(R^4\) for large spheres.

## Lithium at \(r_s=2\)

Here \(n_0=0.029842\), \(k_F=0.9596\) and \(R=14\) bohr. The iteration converges in 11 steps. There is one bound level, 1s, at \(-1.414\) hartree. At the lowest momentum node \(\delta_0/\pi=0.99997\), as Levinson's theorem requires.

| \(l\) | \(\delta_l\) (rad) | Friedel term | \(Q\) term (a.u.) |
|---|---|---|---|
| 0 | 2.6628 | 1.6952 | 0.2800 |
| 1 | 0.5305 | 1.0132 | 0.1542 |
| 2 | 0.0702 | 0.2235 | 0.0041 |
| 3 | 0.0113 | 0.0505 | 0.0001 |

Higher \(l\) add 0.0176 to the Friedel sum, which is then 3.000. The 1s shell holds two electrons, so the s continuum contributes \(1.695-2=-0.305\): it holds less charge than in the free gas. The p continuum supplies most of the remaining screening.

For the first friction term, the prefactor is \(4\pi(0.029842)/0.9596=0.3908\) and \(\sin^2(2.6628-0.5305)=0.716\), giving 0.280. The total is

\[
Q=0.029842\times0.9596\times15.310=0.438\ \text{a.u.}=1.65\times10^{-14}\ \text{kg/s}.
\]

Enlarging the sphere to \(R=20\) or 26 bohr moves \(\sigma_{tr}\) from 15.310 to 15.311 bohr\(^2\) and leaves the tabulated phases, the 1s level and \(Q\) unchanged at the digits shown. Using the linear law at a speed of 0.1 a.u. gives a stopping power of 0.0438 hartree/bohr, or 2.25 eV/Å. The displaced-sphere force was tested at 0.02 a.u., where force over speed is 0.4384 a.u.

The charge inside \(R\) is 3.030, not 3. Followed out to 60 bohr and averaged over the oscillation of wavelength \(\pi/k_F\), it is 3.0001. Truncating the count at \(R\) is thus a poor check of neutrality.

Enforcement needs \(c=-4.4\times10^{-5}\) hartree at \(R=14\) and \(2.3\times10^{-4}\) at \(R=10\). Without it, the smaller sphere gives a Friedel sum of 3.027, yet \(Q\) changes by 0.04% relative to the enforced value. In this case enforcement repairs the charge balance and matters little for the friction.

## Weak-charge limit

For small \(Z\) the result must reduce to linear response. First-order perturbation theory gives the density response of free electrons,

\[
\chi_0(q)=4\!\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\frac{1}{\tfrac12k^2-\tfrac12|\mathbf k+\mathbf q|^2}
=-\frac1{\pi^2q}\int_0^{k_F}\!k\ln\Big|\frac{2k+q}{2k-q}\Big|dk .
\]

The factor 4 counts spin and the two conjugate terms. The primitive is \(\tfrac12(k^2-q^2/4)\ln|\cdots|+qk/2\), so with \(y=q/2k_F\)

\[
\chi_0=-\frac{k_F}{\pi^2}\Big[\frac12+\frac{1-y^2}{4y}\ln\Big|\frac{1+y}{1-y}\Big|\Big].
\]

Let \(f_{xc}=dv_{xc}/dn\) at \(n_0\). Since \(\delta n=\chi_0v\), the screened potential satisfies \(v=-4\pi Z/q^2+(4\pi/q^2+f_{xc})\chi_0v\), which is solved by division. In the Born approximation \(|f|=|v(q)|/2\pi\). Substituting \(1-\mu=q^2/2k_F^2\) and \(|d\mu|=q\,dq/k_F^2\) into \(\sigma_{tr}\), then multiplying by \(n_0k_F=k_F^4/3\pi^2\), gives

\[
Q_{lin}=\frac1{12\pi^3}\int_0^{2k_F}q^3v(q)^2dq .
\]

This yields \(Q_{lin}/Z^2=0.2281\) a.u. The full iteration gives 0.2310 for \(Z=+0.02\) and 0.2252 for \(Z=-0.02\). Averaging removes the term odd in \(Z\) and leaves 0.2281. Scaled to \(Z=3\), linear response predicts 2.05 a.u., 4.7 times the self-consistent value. The excess comes mainly from the Born replacement of \(\sin^2(\delta_l-\delta_{l+1})\) by \((\delta_l-\delta_{l+1})^2\), which loses the bound \(\sin^2\leq1\). The linear phases scaled to \(Z=3\) are 2.70, 0.48 and 0.08 for \(l=0,1,2\), near those in the table, and inserted in the sine formula they give 0.37 a.u.

## Failure modes

- **Shallow bound states.** The scheme normalizes bound orbitals inside \(R\). An orbital that reaches the edge needs an exterior tail and a matched energy. For lithium at \(R=14\) the program checks that the edge amplitude is below \(10^{-5}\); other cases need the same check.
- **Sharp continuum structure.** A state near threshold or a narrow resonance can fall between momentum nodes. Refine the momentum grid there.
- **Loss of tiny phases.** At small \(k\) and large \(l\), \(Y\) is huge and \(\delta_l\) minute. Adding \(\pi\) to \(\delta_l\) before taking its sine destroys the product \(\sin\delta_l\,Y\) in rounding. Build waves from \(\tan\delta_l\), and use absolute phases in the Friedel sum.
- **Coincident energies.** The expansion diverges if a momentum node meets a level. Moving the node slightly cures it.
- **Physics outside the model.** Spin polarization, band structure, nonuniform density and speeds comparable with \(k_F\) require a different calculation. Convergence of this one does not reveal their importance.

The numerical check also recomputes the phases for \(l\le2\) and the 1s level by other methods in the same self-consistent potential, and compares the transport sum with a direct angular integral built from the same phases.

## Computed values

```
nuclear charge Z = 3, density parameter r_s = 2.0 bohr
gas density n0 = 0.029842 bohr^-3
Fermi momentum kF = 0.95958 a.u.
Fermi energy = 0.46040 hartree
sphere radius R = 14.0 bohr, largest l = 17
radial nodes = 90, momentum nodes = 48
iterations to self-consistency = 11
number of bound levels (without m and spin) = 1
1s level from band bottom = -1.41390 hartree
1s level, finite differences = -1.41377 hartree
delta_0/pi at k = 0.00059 a.u.: 0.99997
l=0: delta = 2.66282 rad, Friedel term = 1.69521, Q term = 0.28000 a.u.
l=1: delta = 0.53051 rad, Friedel term = 1.01321, Q term = 0.15422 a.u.
l=2: delta = 0.07023 rad, Friedel term = 0.22353, Q term = 0.00406 a.u.
l=3: delta = 0.01132 rad, Friedel term = 0.05045, Q term = 0.00012 a.u.
l=4: delta = 0.00239 rad, Friedel term = 0.01370, Q term = 0.00001 a.u.
l=5: delta = 0.00039 rad, Friedel term = 0.00274, Q term = 0.00000 a.u.
Friedel terms with l > 5, total = 0.00116
Friedel sum = 3.000000 electrons
constant shift enforcing it = -4.418e-05 hartree
displaced charge inside R = 3.02998 electrons
displaced charge counted far out = 3.00008 electrons
largest phase difference to ODE, l=0..2 = 5.0e-06 rad
transport cross section, phase sum = 15.31028 bohr^2
transport cross section, angle integral = 15.31028 bohr^2
friction coefficient Q = 0.43842 a.u.
friction coefficient Q = 1.6510e-14 kg/s
force/velocity at v = 0.02 a.u.: 0.43835 a.u.
stopping power at v = 0.1 a.u.: 0.04384 hartree/bohr
the same = 2.2544 eV/angstrom
weak charge Z = +0.02: Q/Z^2 = 0.23095 a.u.
weak charge Z = -0.02: Q/Z^2 = 0.22520 a.u.
mean of the two = 0.22807 a.u.
linear response Q/Z^2 = 0.22809 a.u.
linear response extrapolated to Z = 3: 2.05283 a.u.
R = 10 bohr, sum enforced: Q = 0.43834 a.u.
R = 10 bohr, shift = 2.346e-04 hartree
R = 10 bohr, not enforced: Q = 0.43852 a.u.
R = 10 bohr, not enforced: sum = 3.02742 electrons
```
